\section*{Why a lowest pass has one downhill direction: the Murrell–Laidler theorem}

\section{The number of downhill directions at a lowest pass}

Two threefold rotors on one molecule, such as two methyl groups, are each to turn by $2\pi/3$. In the model treated below, turning them together costs $22\,\mathrm{kJ/mol}$, and turning one after the other costs $12\,\mathrm{kJ/mol}$. The highest points of both routes are stationary points of the energy. At the first the Hessian has two negative eigenvalues, at the second it has one. The Murrell--Laidler theorem explains why a point of the first kind cannot be the lowest pass, whatever the molecule.

\subsection{Statement and assumptions}

Let $V$ be the potential energy as a function of $n$ internal coordinates, with overall translation and rotation removed. The coordinates are scaled to a common unit, so that distances have a meaning, and some may be periodic angles. The configuration space is connected and $V$ is twice continuously differentiable. Let $A$ and $B$ be distinct minima with positive definite Hessians. The pass level is
\begin{equation}
c=\inf_{\gamma:A\to B}\ \max_{0\le t\le1}V(\gamma(t)),
\label{level}
\end{equation}
where $\gamma$ runs over all continuous paths. A path is called optimal if its highest energy equals $c$. A stationary point is degenerate if its Hessian has a zero eigenvalue, and $k$ denotes its number of negative eigenvalues.

\textbf{(a) Lowering.} Suppose that the highest points of a path from $A$ to $B$ are finitely many, and that each is either not stationary or stationary with $k\ge2$. Then there is a path from $A$ to $B$ with a lower maximum.

\textbf{(b) Existence.} Suppose that the region $V\le c+\varepsilon_0$ is compact for some $\varepsilon_0>0$ and that no stationary point at level $c$ is degenerate. Then there is an optimal path that reaches $c$ at finitely many points, at least one, and all of them are stationary points with $k=1$.

The wording is careful because an optimal path is not unique. It may cross several passes of equal height, or make a useless excursion up to level $c$ on a hillside. Such an excursion might even end on a point with $k=2$. The theorem says that points with $k\ge2$ are never needed. If an optimal path has a single highest point, (a) shows that this point is stationary with $k\le1$. If it is also nondegenerate, $k=0$ is impossible, since a path cannot reach a strict local minimum from below. Hence $k=1$.

The number $k$ does not depend on the coordinates. For new coordinates $\xi$ with invertible $J_{ia}=\partial x_i/\partial\xi_a$, the chain rule gives
\begin{equation}
\frac{\partial^2V}{\partial\xi_a\partial\xi_b}
=\sum_{ij}J_{ia}H_{ij}J_{jb}
+\sum_i\frac{\partial V}{\partial x_i}\frac{\partial^2x_i}{\partial\xi_a\partial\xi_b}.
\label{change}
\end{equation}
At a stationary point the last sum vanishes and $H'=J^{T}HJ$. The number $k$ is the largest dimension of a subspace on which the quadratic form of $H$ is negative. Since $J$ maps subspaces to subspaces of equal dimension, $H'$ has the same $k$. Mass weighting is a special case: it changes the eigenvalues but not their signs.

\subsection{The energy near a stationary point}

The simplest picture is quadratic: with two downhill directions one walks around the top on a small circle. A path may, however, arrive along a flat direction, or along one in which uphill and downhill contributions cancel. The quadratic terms then vanish, and cubic and higher terms matter. The following construction includes them.

Put the stationary point $p$ at the origin, with $V(p)=c$ and $k\ge1$. Let $u$ be the components of the displacement along the $k$ eigenvectors with negative eigenvalues, and $w$ the remaining components. At $p$ the matrix $\partial^2V/\partial u^2$ is negative definite. Second derivatives are continuous, so there are $\mu>0$ and a neighbourhood of $p$ in which
\begin{equation}
e^{T}\,\frac{\partial^2V}{\partial u^2}\,e\le-\mu
\quad\text{for every unit vector } e .
\label{curv}
\end{equation}
Because this matrix is invertible, the implicit function theorem solves $\partial V/\partial u=0$ for small $w$ by a continuously differentiable function $u^*(w)$ with $u^*(0)=0$. By \eqref{curv}, $u^*(w)$ is the maximum of $V$ over nearby $u$ at fixed $w$. These maxima form a ridge, of height
\begin{equation}
m(w)=V(u^*(w),w),\qquad m(0)=c .
\label{ridge}
\end{equation}

Now leave the ridge in a direction $e$ at fixed $w$, and set $f(s)=V(u^*(w)+se,\,w)$. Then $f'(0)=0$ and $f''(s)\le-\mu$. Integrating once and then again,
\begin{equation}
f'(s)\le-\mu s,\qquad
f(s)\le m(w)-\tfrac12\mu s^2 .
\label{drop}
\end{equation}
The energy falls all the way outward. Choose $\rho>0$ small enough for \eqref{curv} to hold up to $s=\rho$. Since $m$ is continuous, there is then a $\delta>0$ with
\begin{equation}
m(w)<c+\tfrac12\mu\rho^2\qquad\text{for }|w|\le\delta .
\label{delta}
\end{equation}
By \eqref{drop} and \eqref{delta}, the whole shell $|u-u^*(w)|=\rho$, $|w|\le\delta$ lies below $c$. Let $N$ be the closed neighbourhood $|u-u^*(w)|\le\rho$, $|w|\le\delta$.

\paragraph{Two or more downhill directions.}
Take two points of $N$ below $c$, with coordinates $w_1$ and $w_2$. Move each outward at fixed $w$ until it reaches the shell. The energy only decreases, so both legs stay below $c$. A point that starts on the ridge may leave in any direction. On the shell, change $w_1$ into $w_2$ along a straight line at fixed $e$, and then rotate $e_1$ into $e_2$. The rotation is possible because the unit sphere in $k\ge2$ dimensions is connected. Any two points of $N$ below $c$ are therefore joined within $N$ by an arc below $c$. Nothing was assumed about the Hessian in the $w$ directions, so zero eigenvalues there do no harm.

\paragraph{One downhill direction.}
For $k=1$ the unit sphere consists of the two points $e=\pm1$, and the rotation is not available. Points on the same side are still joined below $c$. Points on opposite sides can be joined by sliding along the shell to $w=0$ and crossing on the line $w=0$, where \eqref{drop} gives $V(u,0)\le c-\tfrac12\mu u^2$. This arc reaches $c$ at $p$ and nowhere else.

If $p$ is nondegenerate, the crossing cannot be made lower inside a small $N$. Differentiating \eqref{ridge} and using $\partial V/\partial u=0$ on the ridge gives $\partial m/\partial w=\partial V/\partial w$, taken at $u=u^*(w)$. A second derivative gives
\begin{equation}
\frac{\partial^2m}{\partial w^2}
=\frac{\partial^2V}{\partial w^2}
+\frac{\partial^2V}{\partial w\,\partial u}\,\frac{\partial u^*}{\partial w}.
\label{ridgehess}
\end{equation}
At $p$ the mixed block vanishes, because $u$ and $w$ belong to different eigenvectors. What remains is positive definite, so $m(w)>c$ for small $w\ne0$. Every path in $N$ from one side to the other crosses the ridge, and there its energy is at least $c$.

\paragraph{No downhill direction.}
For $k=0$ and $p$ nondegenerate, $V>c$ at all other points of a small ball around $p$, so no point of the ball lies below $c$.

\subsection{Lowering a path}

To prove (a), let $M$ be the maximum of the path and $p_1,\dots,p_m$ its highest points. Neither $A$ nor $B$ is among them, since both are stationary with $k=0$. Around each stationary $p_i$ take the neighbourhood $N_i$ built above, with $M$ in place of $c$. If $p_i$ is not stationary, $V-M$ can serve as one of the local coordinates. In a small box $N_i$ in these coordinates, the part below $M$ is half of the box, which is connected. Choose all $N_i$ disjoint.

The times at which the path is at $p_i$ form a closed set, with a first time $t_-$ and a last time $t_+$. Just before $t_-$ and just after $t_+$ the path is inside $N_i$ and below $M$. Replace everything between two such moments by an arc in $N_i$ below $M$. After this has been done for each $p_i$ still visited, the path lies below $M$ everywhere. A continuous function on a closed interval attains its maximum, so the new maximum is strictly less than $M$. This proves (a). Neither compactness of the energy region nor nondegeneracy was used.

\subsection{Existence of an optimal path}

Part (a) leaves open whether the infimum \eqref{level} is attained. First, $c$ lies above both minima. Let $B$ be the higher one, or either if they are equal. On a small sphere around $B$ that excludes $A$, the energy is at least $V(B)+\eta$ with $\eta>0$, and every path crosses this sphere.

A nondegenerate stationary point is isolated, because $\nabla V$ is one-to-one near it by the inverse function theorem. In a compact region there are then finitely many stationary points $p_i$ at level $c$. Choose a radius $r$ so small that the balls of radius $r$ around them lie in disjoint neighbourhoods $N_i$ of the kind built above. For $k=0$, let $N_i$ be a small ball in which $V>c$ except at $p_i$.

There are $g>0$ and $\varepsilon_1\le\varepsilon_0$ such that
\begin{equation}
|\nabla V|\ge g\quad\text{where } c\le V\le c+\varepsilon_1
\text{ and } |x-p_i|\ge r/2\text{ for all }i .
\label{grad}
\end{equation}
Otherwise there would be points outside the half-size balls with $V\to c$ and $\nabla V\to0$. By compactness they would accumulate at a further stationary point at level $c$, which does not exist.

Let every point of a path move downhill for a time $T$ by
\begin{equation}
\frac{dx}{d\tau}=-\nabla V,\qquad
\frac{dV}{d\tau}=\nabla V\cdot\frac{dx}{d\tau}=-|\nabla V|^2 .
\label{flow}
\end{equation}
The motion stays in the compact region, so it exists for all $\tau\ge0$, and $A$ and $B$ do not move. Start from a path with maximum below $c+\varepsilon$, where
\begin{equation}
\varepsilon<\min\!\left(\varepsilon_1,\ g^2T,\ \tfrac12gr\right).
\label{eps}
\end{equation}
Such a path exists by the definition of $c$. Every point of it ends either below $c$ or within $r$ of some $p_i$. Suppose that one did not. Its energy would then have stayed between $c$ and $c+\varepsilon$ throughout. If it never entered a half-size ball, \eqref{flow} and \eqref{grad} give an energy loss of at least $g^2T>\varepsilon$. If it did, then after leaving such a ball for the last time it travelled at least $r/2$. With the arc length $d\ell=|\nabla V|\,d\tau$ the loss is
\begin{equation}
\int|\nabla V|^2d\tau=\int|\nabla V|\,d\ell\ \ge\ \tfrac12gr>\varepsilon .
\label{loss}
\end{equation}
Both cases are contradictions.

After the descent, the times with $V\ge c$ fall into finitely many disjoint closed sets $S_i$, one for each ball. Take the first and last time of $S_i$. Just outside them the path is still in the ball and below $c$. For $k=0$ the ball contains no such point, so $S_i$ is empty. For $k\ge2$ the part in between is replaced by an arc below $c$. For $k=1$ it is replaced by an arc that is below $c$ except possibly at $p_i$. The neighbourhoods are disjoint, so one replacement does not spoil another.

The final path is below $c$ except at points with $k=1$. At least one of these must remain, for otherwise its maximum would be less than $c$, against \eqref{level}. This proves (b).

\subsection{Two coupled rotors}

With $a=3\varphi_1$ and $b=3\varphi_2$, take
\begin{equation}
V=\frac{B_1}{2}(1-\cos a)+\frac{B_2}{2}(1-\cos b)+K\sin a\sin b ,
\label{model}
\end{equation}
with the chosen parameters $B_1=12$, $B_2=10$ and $K=2\,\mathrm{kJ/mol}$. Each $\varphi$ has period $2\pi$, so the configuration space is compact. The end points are $(0,0)$ and $(2\pi/3,2\pi/3)$.

\paragraph{Stationary points.}
Setting the derivatives to zero gives
\begin{equation}
\frac{B_1}{2}\sin a=-K\cos a\sin b,\qquad
\frac{B_2}{2}\sin b=-K\sin a\cos b .
\label{stat}
\end{equation}
Hence $|\sin a|\le(2K/B_1)|\sin b|$ and $|\sin b|\le(2K/B_2)|\sin a|$. Combined, $|\sin a|\le(4K^2/B_1B_2)|\sin a|$. The factor is $16/120=0.13$, so $\sin a=0$, and then $\sin b=0$. At these points the Hessian with respect to $\varphi_1,\varphi_2$ is
\begin{equation}
H=9\begin{pmatrix}\tfrac12B_1\cos a&K\cos a\cos b\\ K\cos a\cos b&\tfrac12B_2\cos b\end{pmatrix},
\label{hess}
\end{equation}
where $9=3^2$ comes from $a=3\varphi_1$ and $b=3\varphi_2$. At the hilltop $a=b=\pi$ its eigenvalues are
\begin{equation}
\lambda_\pm=9\left[-\frac{B_1+B_2}{4}\pm\sqrt{\frac{(B_1-B_2)^2}{16}+K^2}\,\right].
\label{eig}
\end{equation}
The bracket is $-5.5\pm2.06\,\mathrm{kJ/mol}$, which gives $-30.95$ and $-68.05\,\mathrm{kJ/(mol\,rad^2)}$. At $a=\pi$, $b=0$ the eigenvalues are $-57.17$ and $48.17\,\mathrm{kJ/(mol\,rad^2)}$, so $k=1$.

Within \eqref{model}, a larger $K$ does not turn the hilltop into a pass between these minima. By \eqref{hess}, the determinant at both $(0,0)$ and the hilltop is $81(B_1B_2/4-K^2)$. When $4K^2$ exceeds $B_1B_2$, the hilltop acquires $k=1$, but $(0,0)$ ceases to be a minimum at the same moment. This is a property of the pure $\sin a\sin b$ coupling, which also makes the hilltop energy exactly $B_1+B_2$. Real two-rotor molecules generally have a $\cos a\cos b$ term as well, and the joint barrier is then not the sum of the single ones. Such a term can change the route. Adding $L(\cos a\cos b-1)$ with $L=-5.5\,\mathrm{kJ/mol}$ leaves $(0,0)$ a minimum and gives the point $a=b=\pi$ the eigenvalues $\pm18.6\,\mathrm{kJ/(mol\,rad^2)}$. The energy along $a=\pi$ becomes $22.5+0.5\cos b$ in kJ/mol, and $a=b=\pi$ is then the lowest pass, at $22\,\mathrm{kJ/mol}$ and with $k=1$, as the theorem requires.

\paragraph{The pass level.}
Along any path between the end points, $a$ changes by $2\pi$ plus a multiple of $6\pi$. This is never zero, so $a$ passes an odd multiple of $\pi$. There $\sin a=0$ and
\begin{equation}
V=B_1+\frac{B_2}{2}(1-\cos b)\ge B_1 .
\label{wall}
\end{equation}
Exchanging the rotors gives a second wall, of height at least $B_2$. Turning rotor 1 first and rotor 2 afterwards reaches $B_1$ and then $B_2$, because the coupling vanishes on both legs. Therefore $c=\max(B_1,B_2)=12\,\mathrm{kJ/mol}$, or $0.1244\,\mathrm{eV}$ per molecule.

If both turn together, $a=b$ and
\begin{equation}
\frac{dV}{da}=\sin a\left(\frac{B_1+B_2}{2}+2K\cos a\right).
\label{diag}
\end{equation}
The bracket is at least $11-4=7\,\mathrm{kJ/mol}$, so the maximum is at $a=\pi$, with $V=B_1+B_2=22\,\mathrm{kJ/mol}$, or $0.2280\,\mathrm{eV}$ per molecule.

A search over all paths on a grid, which uses none of this reasoning, gives $11.998\,\mathrm{kJ/mol}$ with an estimated grid error of at most $0.088\,\mathrm{kJ/mol}$. It can fall below $c$ because a grid path steps over the pass between two nodes. Refining its highest node leads to a stationary point at $12.000\,\mathrm{kJ/mol}$ with one negative eigenvalue.

\paragraph{The first lowering.}
Let the joint rotation avoid the hilltop on a half circle of radius $0.10\,\mathrm{rad}$. The least downward curvature found on a sampled square enclosing the circle is $\mu=28.74\,\mathrm{kJ/(mol\,rad^2)}$. With this value \eqref{drop} bounds the energy on the circle by
\[
22-\tfrac12(28.74)(0.10)^2=21.856\,\mathrm{kJ/mol}.
\]
The highest energy found on the new path is $21.845\,\mathrm{kJ/mol}$. The gain is small because the detour is small. What matters is that it is positive, so the joint rotation is not optimal.

\subsection{Tests of the local picture and of the descent}

The connectivity argument was tested by counting the separate regions below the stationary energy in a small box with three coordinates. With cubic terms included, there are two regions for $k=1$ and one for $k=2$ or $k=3$. A point with two negative eigenvalues and one zero also gives one region, as the proof requires.

The bypass arcs were built for
\begin{equation}
\begin{split}
V={}&-x^2-1.3y^2+1.7w^2+0.4x^3\\
&+0.5\,(xyw+xw^2-y^2w),
\end{split}
\label{generic}
\end{equation}
in dimensionless units, with $\rho=0.20$ and $\delta=0.11$. The ridge rises to $0.0206$, less than $\tfrac12\mu\rho^2=0.0299$, so \eqref{delta} holds. All 100 random pairs of points below zero were joined below zero.

For the rotors with $r=0.10\,\mathrm{rad}$, $\varepsilon_1=0.5\,\mathrm{kJ/mol}$ and $T=1\,\mathrm{rad^2\,mol/kJ}$, the least gradient in \eqref{grad} is $g=2.402\,\mathrm{kJ/(mol\,rad)}$ on a fine grid (the minimum lies on the rim of the half-size ball, where denser sampling gives $2.398$). Then $\tfrac12gr=0.120\,\mathrm{kJ/mol}$, and a safety factor of $0.9$ for the grid gives $\varepsilon=0.108\,\mathrm{kJ/mol}$. The path tested covers only the turn of rotor 1, from $(0,0)$ to $(2\pi/3,0)$. Its pass level is also $c=B_1$, because it must cross the wall \eqref{wall} and rotor 1 turning alone reaches just $B_1$. The path rises to $12.041\,\mathrm{kJ/mol}$ and includes a useless climb on a hillside. Before the descent, five of its sampled points were at or above $c$ and outside the balls. Afterwards there were none.

\subsection{Where the conclusion stops}

Nondegeneracy is needed for ``exactly one'', though not for ``not two''. The monkey saddle
\begin{equation}
V=x^3-3xy^2+w^2=R^3\cos3\theta+w^2,
\label{monkey}
\end{equation}
with $x=R\cos\theta$ and $y=R\sin\theta$, has Hessian eigenvalues $0,0,2$ at the origin. None is negative, yet three valleys meet there, one in each sector where $\cos3\theta<0$, and the count of regions gives three. Such a point can join two valleys without any downhill direction at second order.

Compactness is used in \eqref{grad} and in the descent. If fragments can separate at energies below $c+\varepsilon_0$, a path may drift off to infinity, and the proof of (b) no longer applies. Part (a) still does. At a crossing of electronic states the lower surface may have a cusp. The Hessian does not exist there, and the theorem says nothing about such a point.

The theorem compares energies along paths. It does not say which route a molecule with given kinetic energy takes, nor how fast. A trajectory with enough energy may cross the hilltop of \eqref{model}. The statement is that it need not do so to get from one minimum to the other. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
B1, B2, K = 12.0, 10.0, 2.0 kJ/mol
Stationary points (3phi1/pi, 3phi2/pi), energy in kJ/mol,
Hessian eigenvalues in kJ/mol/rad^2, number of negative ones:
  (0, 0): V = -0.000, eigenvalues 30.95, 68.05, negative: 0
  (0, 1): V = 10.000, eigenvalues -48.17, 57.17, negative: 1
  (1, 0): V = 12.000, eigenvalues -57.17, 48.17, negative: 1
  (1, 1): V = 22.000, eigenvalues -68.05, -30.95, negative: 2
Grid search: 180 x 180 nodes, pass level 11.998 kJ/mol, error bound 0.088 kJ/mol
Refined pass level c = 12.000 kJ/mol = 0.1244 eV
Eigenvalues at the pass: -57.17, 48.17 kJ/mol/rad^2
Lowest energy on the wall 3phi1 = pi: 12.000 kJ/mol
Highest energy, rotor 1 turning alone: 12.000 kJ/mol
Highest energy, rotor 2 turning alone: 10.000 kJ/mol
Highest energy, both together: 22.000 kJ/mol = 0.2280 eV
Detour radius 0.10 rad, least downward curvature mu = 28.74 kJ/mol/rad^2
Highest energy with detour: 21.845 kJ/mol, guaranteed bound 21.856 kJ/mol
Separate regions below the stationary energy, three coordinates:
  no negative eigenvalue: 0
  one negative: 2
  two negative: 1
  three negative: 1
  two negative, one zero: 1
  monkey saddle, none negative: 3
Bypass arcs (dimensionless): rho = 0.20, delta = 0.11, mu = 1.493
  ridge top 0.0206 < mu rho^2/2 = 0.0299
  100 pairs joined below zero, highest shell energy -0.0200
Descent: ball radius r = 0.10 rad, time T = 1.0 rad^2 mol/kJ
  least gradient g = 2.402 kJ/mol/rad, allowed excess eps = 0.1081 kJ/mol
  starting path: highest energy 12.0407 kJ/mol
  path points at or above c and outside the balls: 5 before, 0 after
\end{verbatim}
